# Why re, rs, r0, rz and rg Are Different Bond Lengths: a program that tests the result

```python
"""
Result under test: for a Morse diatomic V = D(1-exp(-a x))^2, x = r - re, the
lengths re, rs, r0, rz, rg are different quantities, and at 0 K
    rg - re = (3/2) a u^2 to leading order, u^2 = hbar/(2 mu omega).
re: minimum of V.  rg: thermal mean of r.  rz: mean r in the rotationless
ground state.  r0: length from the ground-state rotational constant B0.
rs: length from Kraitchman coordinates using isotopologue moments.
mu: reduced mass; f: force constant; n = 2 lambda = 2 sqrt(2 mu D)/(a hbar).
The Morse curve is built from CCSD(T) energies of HCl.
Internal units are atomic units (hbar = electron mass = 1).
"""
import numpy as np
from scipy import constants as const
from scipy.special import digamma, polygamma
from pyscf import gto, scf, cc, lib

lib.num_threads(1)
pc = const.physical_constants
ANG = pc["Bohr radius"][0] * 1e10
HARTREE = pc["Hartree energy"][0]
CM = pc["hartree-inverse meter relationship"][0] / 100
U = const.atomic_mass / const.m_e
FORCE_SI = HARTREE / pc["Bohr radius"][0] ** 2

# Atomic masses; the two chlorine masses are input data in u.
m_H = (pc["proton mass in u"][0] + pc["electron mass in u"][0]) * U
m_D = (pc["deuteron mass in u"][0] + pc["electron mass in u"][0]) * U
m_35, m_37 = 34.968853 * U, 36.965903 * U


def reduced(m1, m2):
    return m1 * m2 / (m1 + m2)


def ccsd_t_energy(r):
    mol = gto.M(atom=[["H", (0, 0, 0)], ["Cl", (0, 0, r)]],
                unit="Bohr", basis="cc-pvtz", verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-11
    mf.kernel()
    solver = cc.CCSD(mf, frozen=5)
    solver.conv_tol = 1e-9
    solver.conv_tol_normt = 1e-6
    solver.kernel()
    assert mf.converged and solver.converged
    return solver.e_tot + solver.ccsd_t()


# Local force field from seven electronic energies.
center, spacing = 1.28 / ANG, 0.05 / ANG
offsets = spacing * np.arange(-3, 4)
energies = np.array([ccsd_t_energy(center + d) for d in offsets])
energies -= energies.min()


def force_field(d, e, degree):
    p = np.poly1d(np.polyfit(d, e, degree))
    x = 0.0
    for _ in range(30):
        x -= p.deriv(1)(x) / p.deriv(2)(x)
    return x, p(x), p.deriv(2)(x), p.deriv(3)(x), p.deriv(4)(x)


x_min, e_min, f, f3, f4 = force_field(offsets, energies, 6)
re = center + x_min
a = -f3 / (3 * f)
D = f / (2 * a * a)
inner = force_field(offsets[1:-1], energies[1:-1], 4)
assert abs(-inner[3] / (3 * inner[2]) / a - 1) < 0.03  # stencil truncation


def morse(r):
    return D * (1 - np.exp(-a * (r - re))) ** 2


computed_curve = energies - e_min
misfit = np.max(np.abs(morse(center + offsets) - computed_curve))
assert misfit < 0.03 * computed_curve.max()

# Sinc-function grid solution of the radial Schroedinger equation.
h = 0.02 / ANG
grid = re + h * np.arange(-35, 76)
diff = np.subtract.outer(np.arange(grid.size), np.arange(grid.size))
safe = np.where(diff == 0, 1, diff)
kinetic = np.where(diff == 0, np.pi**2 / 3, 2.0 / safe**2)
kinetic = kinetic * np.where(diff % 2 == 0, 1.0, -1.0) / (2 * h * h)


def solve(mu, J=0, potential=morse):
    v = potential(grid) + J * (J + 1) / (2 * mu * grid**2)
    return np.linalg.eigh(kinetic / mu + np.diag(v))


def rotational_constant(mu, v=0, potential=morse):
    """B_v from the levels J = 0..3, with centrifugal terms removed."""
    e = [solve(mu, J, potential)[0][v] for J in range(4)]
    X = np.array([2.0, 6.0, 12.0])
    return np.linalg.solve(np.column_stack([X, -X**2, X**3]),
                           np.array(e[1:]) - e[0])[0]


def length_from_B(B, mu):
    return 1 / np.sqrt(2 * mu * B)


def n_value(mu):
    return 2 * np.sqrt(2 * mu * D) / a


def r0_from_density(mu):
    """Inverse-square average over the analytic Morse ground density."""
    r = re + np.linspace(-0.7, 1.5, 4001) / ANG
    n = n_value(mu)
    y = a * (r - re)
    log_density = -(n - 1) * y - n * np.exp(-y)
    w = np.exp(log_density - log_density.max())
    return (np.sum(w / r**2) / np.sum(w)) ** -0.5


mu = reduced(m_H, m_35)
mu_D = reduced(m_D, m_35)
mu_37 = reduced(m_H, m_37)
omega = np.sqrt(f / mu)
u2 = 1 / (2 * mu * omega)
n = n_value(mu)
density = solve(mu)[1][:, 0] ** 2
x = grid - re
mean_x, mean_x2 = density @ x, density @ x**2
variance = mean_x2 - mean_x**2
rz = re + mean_x
lead = 1.5 * a * u2

# Mean force, exact averages, and the size of the next correction.
y = a * x
force = 2 * D * a * (np.exp(-y) - np.exp(-2 * y))
assert abs(density @ force) < 1e-8 * f * np.sqrt(u2)
series = 1.5 * density @ y**2 - 7 / 6 * density @ y**3 + 5 / 8 * density @ y**4
assert abs(series / (a * mean_x) - 1) < 0.005
exact_x = (np.log(n) - digamma(n - 1)) / a
assert abs(mean_x / exact_x - 1) < 1e-7
assert abs(variance * a * a / polygamma(1, n - 1) - 1) < 1e-7
relative_error = mean_x / lead - 1
assert abs(relative_error * n / (13 / 18) - 1) < 0.05
n_heavy = n_value(100 * mu)
heavy_error = (np.log(n_heavy) - digamma(n_heavy - 1)) * n_heavy / 1.5 - 1
assert abs(relative_error / heavy_error / 10 - 1) < 0.05

# Spectroscopic r0 against the inverse-square average.
B0, B1 = rotational_constant(mu), rotational_constant(mu, 1)
r0 = length_from_B(B0, mu)
assert abs(r0 - r0_from_density(mu)) * ANG < 1e-6
r0_shift_formula = 1.5 * u2 * (a - 1 / re)
assert abs(r0_shift_formula / (r0 - re) - 1) < 0.03
assert abs(1.5 * u2 / re / (rz - r0) - 1) < 0.05


# Harmonic control: no mean shift, but r0 is shorter than re.
def harmonic(r):
    return 0.5 * f * (r - re) ** 2


harmonic_density = solve(mu, potential=harmonic)[1][:, 0] ** 2
harmonic_shift = harmonic_density @ x
r0_harmonic = length_from_B(rotational_constant(mu, potential=harmonic), mu)
assert abs(harmonic_shift) * ANG < 1e-7
assert abs((r0_harmonic - re) / (-1.5 * u2 / re) - 1) < 0.03


# Substitution structure.
def kraitchman(I_parent, I_substituted, total_mass, dm):
    return np.sqrt((I_substituted - I_parent) * (total_mass + dm)
                   / (total_mass * dm))


def rigid_moment(m1, m2):
    com = m2 * re / (m1 + m2)
    return m1 * com**2 + m2 * (re - com) ** 2


M = m_H + m_35
rigid_rs = (kraitchman(rigid_moment(m_H, m_35), rigid_moment(m_D, m_35),
                       M, m_D - m_H)
            + kraitchman(rigid_moment(m_H, m_35), rigid_moment(m_H, m_37),
                         M, m_37 - m_35))
assert abs(rigid_rs / re - 1) < 1e-10
B0_D, B0_37 = rotational_constant(mu_D), rotational_constant(mu_37)
I_0, I_D, I_37 = (1 / (2 * b) for b in (B0, B0_D, B0_37))
z_H = kraitchman(I_0, I_D, M, m_D - m_H)
z_Cl = kraitchman(I_0, I_37, M, m_37 - m_35)
rs = z_H + z_Cl
weight = (m_35 / M / (1 + np.sqrt(mu_D / mu))
          + m_H / M / (1 + np.sqrt(mu_37 / mu)))
fraction = (rs - re) / (r0 - re)
assert abs(fraction / weight - 1) < 0.05


def density_moment(m1, m2):
    red = reduced(m1, m2)
    return red * r0_from_density(red) ** 2


tiny = 1e-3 * U
I_ref = density_moment(m_H, m_35)
rs_tiny = (kraitchman(I_ref, density_moment(m_H + tiny, m_35), M, tiny)
           + kraitchman(I_ref, density_moment(m_H, m_35 + tiny), M, tiny))
assert abs(rs_tiny - np.sqrt(re * r0)) < 0.03 * (r0 - re)

# Isotope dependence and extrapolation to equilibrium.
r0_D = length_from_B(B0_D, mu_D)
rz_D = solve(mu_D)[1][:, 0] ** 2 @ grid
shift_ratio = (r0_D - re) / (r0 - re)
assert abs(shift_ratio / np.sqrt(mu / mu_D) - 1) < 0.02
re_extrapolated = length_from_B((3 * B0 - B1) / 2, mu)
assert abs(re_extrapolated - re) < 0.2 * (r0 - re)

# Thermal mean over rotational and vibrational levels.
levels = []
for J in range(31):
    e, c = solve(mu, J)
    for v in range(3):
        levels.append((2 * J + 1, e[v], c[:, v] ** 2 @ grid))
deg, level_energy, level_r = np.array(levels).T


def thermal_r(T):
    kT = const.k * T / HARTREE
    w = deg * np.exp(-(level_energy - level_energy.min()) / kT)
    return w @ level_r / w.sum()


T = 298.15
rg_T = thermal_r(T)
stretch_formula = 2 * const.k * T / HARTREE / (f * re)
assert abs(thermal_r(1.0) - rz) * ANG < 1e-7
assert abs(stretch_formula / (rg_T - rz) - 1) < 0.10
assert a * re > 1 and re < rs < r0 < rz < rg_T


def show(label, value, unit="", digits=5):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


print("Potential: frozen-core CCSD(T)/cc-pVTZ, local Morse model")
show("mass H", m_H / U, "u", 6)
show("mass D", m_D / U, "u", 6)
show("mass 35Cl", m_35 / U, "u", 6)
show("mass 37Cl", m_37 / U, "u", 6)
show("reduced mass H35Cl", mu / U, "u", 6)
show("reduced mass D35Cl", mu_D / U, "u", 6)
show("reduced mass H37Cl", mu_37 / U, "u", 6)
show("force constant f", f * FORCE_SI, "N/m", 2)
show("Morse a", a / ANG, "1/angstrom", 4)
show("Morse D", D * HARTREE / const.e, "eV", 4)
show("a times re", a * re, digits=4)
show("lambda", n / 2, digits=3)
show("harmonic wavenumber", omega * CM, "cm^-1", 2)
show("largest Morse misfit at seven points", misfit * CM, "cm^-1", 2)
show("highest computed point above minimum", computed_curve.max() * CM,
     "cm^-1", 1)
show("quartic constant, computed/Morse", f4 / (7 * a * a * f), digits=3)
show("harmonic u^2", u2 * ANG**2, "angstrom^2", 7)
show("actual <x^2>", mean_x2 * ANG**2, "angstrom^2", 7)
show("variance of r", variance * ANG**2, "angstrom^2", 7)
show("re", re * ANG, "angstrom")
show("rs", rs * ANG, "angstrom")
show("r0", r0 * ANG, "angstrom")
show("rz = rg at 0 K", rz * ANG, "angstrom")
show("rg at 298.15 K", rg_T * ANG, "angstrom")
show("rg(0 K) - re, grid", mean_x * ANG, "angstrom", 6)
show("rg(0 K) - re, digamma formula", exact_x * ANG, "angstrom", 6)
show("3 a u^2/2, harmonic u^2", lead * ANG, "angstrom", 6)
show("3 a <x^2>/2", 1.5 * a * mean_x2 * ANG, "angstrom", 6)
show("3 a variance/2", 1.5 * a * variance * ANG, "angstrom", 6)
show("excess of exact shift over 3 a u^2/2", 100 * relative_error, "%", 2)
show("same excess at 100 times the mass", 100 * heavy_error, "%", 3)
show("r0 - re, from levels", (r0 - re) * ANG, "angstrom", 6)
show("r0 - re, leading formula", r0_shift_formula * ANG, "angstrom", 6)
show("rz - r0, from levels", (rz - r0) * ANG, "angstrom", 6)
show("3 u^2/(2 re)", 1.5 * u2 / re * ANG, "angstrom", 6)
show("harmonic well r0 - re", (r0_harmonic - re) * ANG, "angstrom", 6)
show("B0 H35Cl", B0 * CM, "cm^-1")
show("B1 H35Cl", B1 * CM, "cm^-1")
show("B0 D35Cl", B0_D * CM, "cm^-1")
show("B0 H37Cl", B0_37 * CM, "cm^-1")
show("Kraitchman |z_H|", z_H * ANG, "angstrom")
show("Kraitchman |z_Cl|", z_Cl * ANG, "angstrom")
show("(rs-re)/(r0-re), from levels", fraction, digits=4)
show("(rs-re)/(r0-re), leading formula", weight, digits=4)
show("rs for tiny mass changes", rs_tiny * ANG, "angstrom")
show("sqrt(re r0)", np.sqrt(re * r0) * ANG, "angstrom")
show("r0 D35Cl", r0_D * ANG, "angstrom")
show("rz D35Cl", rz_D * ANG, "angstrom")
show("ratio of r0-re, D35Cl/H35Cl", shift_ratio, digits=4)
show("square root of inverse mass ratio", np.sqrt(mu / mu_D), digits=4)
show("re from (3 B0 - B1)/2", re_extrapolated * ANG, "angstrom")
show("rg(298.15 K) - rz", (rg_T - rz) * ANG, "angstrom", 6)
show("2 k T/(f re)", stretch_formula * ANG, "angstrom", 6)
print("success")
```

Output:

```
Potential: frozen-core CCSD(T)/cc-pVTZ, local Morse model
mass H: 1.007825 u
mass D: 2.014102 u
mass 35Cl: 34.968853 u
mass 37Cl: 36.965903 u
reduced mass H35Cl: 0.979593 u
reduced mass D35Cl: 1.904413 u
reduced mass H37Cl: 0.981077 u
force constant f: 519.55 N/m
Morse a: 1.8574 1/angstrom
Morse D: 4.6995 eV
a times re: 2.3725
lambda: 25.267
harmonic wavenumber: 3000.31 cm^-1
largest Morse misfit at seven points: 22.51 cm^-1
highest computed point above minimum: 3776.2 cm^-1
quartic constant, computed/Morse: 1.115
harmonic u^2: 0.0057357 angstrom^2
actual <x^2>: 0.0061738 angstrom^2
variance of r: 0.0059109 angstrom^2
re: 1.27730 angstrom
rs: 1.28118 angstrom
r0: 1.28667 angstrom
rz = rg at 0 K: 1.29351 angstrom
rg at 298.15 K: 1.29479 angstrom
rg(0 K) - re, grid: 0.016213 angstrom
rg(0 K) - re, digamma formula: 0.016213 angstrom
3 a u^2/2, harmonic u^2: 0.015981 angstrom
3 a <x^2>/2: 0.017201 angstrom
3 a variance/2: 0.016469 angstrom
excess of exact shift over 3 a u^2/2: 1.46 %
same excess at 100 times the mass: 0.143 %
r0 - re, from levels: 0.009369 angstrom
r0 - re, leading formula: 0.009245 angstrom
rz - r0, from levels: 0.006844 angstrom
3 u^2/(2 re): 0.006736 angstrom
harmonic well r0 - re: -0.006802 angstrom
B0 H35Cl: 10.39483 cm^-1
B1 H35Cl: 10.08636 cm^-1
B0 D35Cl: 5.36920 cm^-1
B0 H37Cl: 10.37921 cm^-1
Kraitchman |z_H|: 1.24526 angstrom
Kraitchman |z_Cl|: 0.03591 angstrom
(rs-re)/(r0-re), from levels: 0.4137
(rs-re)/(r0-re), leading formula: 0.4200
rs for tiny mass changes: 1.28191 angstrom
sqrt(re r0): 1.28198 angstrom
r0 D35Cl: 1.28399 angstrom
rz D35Cl: 1.28888 angstrom
ratio of r0-re, D35Cl/H35Cl: 0.7145
square root of inverse mass ratio: 0.7172
re from (3 B0 - B1)/2: 1.27723 angstrom
rg(298.15 K) - rz: 0.001282 angstrom
2 k T/(f re): 0.001241 angstrom
success
```
